# Band edges of a nearest-neighbour s band in an fcc crystal

## Problem

An infinite face-centred cubic crystal has cube edge $a$ and one s orbital on each site. The orbitals are orthonormal, and their on-site energy is taken as the zero of energy. The Hamiltonian has the matrix element $-t$ between nearest neighbours, with $t>0$, and no other matrix elements.

(a) Find the lowest and the highest energy of the band, and the wavevectors at which they occur.

(b) Show that there is no gap between these two energies.

(c) Put in rough copper-like values, $a=0.36$ nm and $t=0.60$ eV, with one electron per atom. Decide which of the resulting numbers could say something about the metal.

## First estimate by scaling

The hopping $t$ is the one energy in the problem, so each band edge must be a pure number times $t$. The lattice constant cannot enter the edges, although it will enter the effective mass.

Each site has 12 nearest neighbours. If the wave has the same amplitude everywhere, every neighbour contributes $-t$, and the energy is $-12t$. If all 12 neighbours could have the opposite sign, the energy would be $+12t$. The first estimate is therefore a band from $-12t$ to $12t$, with width $24t$.

No energy can lie outside this range, because a sum of 12 terms of size $t$ cannot exceed $12t$ in magnitude. Whether the upper limit can be reached is another matter.

The spread of the band gives a bound from the other side. Write the energy of the Bloch state as $E(\mathbf k)=-t\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}$, where $\mathbf d$ runs over the 12 neighbour vectors; this form is derived below. Averaged over all $\mathbf k$, each exponential vanishes, so $\langle E\rangle=0$. In $E^2$ there are terms $t^2e^{i\mathbf k\cdot(\mathbf d+\mathbf d')}$, and those with $\mathbf d'=-\mathbf d$ survive the average. There are 12 of them, so

$$\langle E^2\rangle=12t^2 .$$

For every state $(E-E_{\min})(E_{\max}-E)\ge 0$. Averaging this product and using $\langle E\rangle=0$ gives

$$-\langle E^2\rangle-E_{\min}E_{\max}\ge 0 .$$

With $E_{\min}=-12t$ this becomes $12t\,E_{\max}\ge 12t^2$, or $E_{\max}\ge t$. Simple counting thus places the top somewhere between $t$ and $12t$. The geometry of the lattice must decide where.

## Exact solution

### The energy as a function of wavevector

Let $c_{\mathbf R}$ be the amplitude on site $\mathbf R$. Because the orbitals are orthonormal, the Schrödinger equation projected on that site is

$$E\,c_{\mathbf R}=-t\sum_{\mathbf d}c_{\mathbf R+\mathbf d}.$$

All sites are equivalent, so we insert the Bloch form $c_{\mathbf R}=e^{i\mathbf k\cdot\mathbf R}$ and divide by it:

$$E(\mathbf k)=-t\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}.$$

The neighbour vectors are $\frac a2(\pm1,\pm1,0)$, $\frac a2(0,\pm1,\pm1)$ and $\frac a2(\pm1,0,\pm1)$, with independent signs. The first four give

$$\left(e^{ik_xa/2}+e^{-ik_xa/2}\right)\left(e^{ik_ya/2}+e^{-ik_ya/2}\right)=4\cos\frac{k_xa}{2}\cos\frac{k_ya}{2}.$$

The other two groups follow by exchanging coordinates. With

$$u=\cos\frac{k_xa}{2},\qquad v=\cos\frac{k_ya}{2},\qquad w=\cos\frac{k_za}{2},$$

the band is

$$E=-4tS,\qquad S=uv+vw+wu .$$

The three components of $\mathbf k$ can be chosen freely, so $u$, $v$ and $w$ independently take all values from $-1$ to $1$. It remains to find the range of $S$.

### The lower edge

Each product in $S$ is at most 1, so $S\le3$ and

$$E\ge-12t .$$

Equality requires $uv=vw=wu=1$, which means that the three cosines are all $+1$ or all $-1$. The first case is $\mathbf k=0$, the point $\Gamma$.

The second case is represented by $\mathbf k=\frac{2\pi}{a}(1,1,1)$. A lattice site is $\mathbf R=\frac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. Its phase at this wavevector is $\pi(n_1+n_2+n_3)$, a multiple of $2\pi$. The wave is therefore identical to the one at $\Gamma$, and the bottom of the band is a single state.

### The upper edge

For the highest energy we need the smallest $S$. The three products cannot all equal $-1$, because their product is $(uvw)^2\ge0$. To find the sharp limit, expand

$$(1+u)(1+v)(1+w)=1+(u+v+w)+S+uvw,$$

$$(1-u)(1-v)(1-w)=1-(u+v+w)+S-uvw.$$

The odd terms cancel in the sum, leaving

$$2(1+S)=(1+u)(1+v)(1+w)+(1-u)(1-v)(1-w).$$

Since each cosine lies between $-1$ and $1$, every factor on the right is non-negative. Hence $S\ge-1$, and

$$E\le4t .$$

Equality requires both products to vanish. The first vanishes when at least one cosine is $-1$, the second when at least one is $+1$. These must be two different cosines, and the third is then free. For $u=1$ and $v=-1$, for example, $S=-1+w-w=-1$ for every $w$.

This choice corresponds to $\mathbf k=(0,2\pi/a,k_z)$. As $k_z$ goes from 0 to $\pi/a$, the wavevector moves from the zone-boundary point X to the corner W. The top of the band is thus reached along the whole X–W line and its symmetry equivalents.

### No gap

From $\Gamma$ to X along $k_y$ we have $u=w=1$, so $S=1+2v$ and

$$E=-4t\left(1+2\cos\frac{k_ya}{2}\right),\qquad 0\le k_y\le\frac{2\pi}{a}.$$

The cosine falls continuously from 1 to $-1$, and $E$ rises continuously from $-12t$ to $4t$. Every intermediate energy occurs on this one line. The band therefore fills the interval

$$\boxed{-12t\le E\le4t},$$

and its width is $16t$.

A direct diagonalization agrees with this. A periodic cluster of 256 sites, four cubes along each edge, has lowest level $-12.000000\,t$ and highest level $4.000000\,t$. This cluster allows both the $\Gamma$ and the X wave, so its finite size does not shift the edges.

## Why the top is so low

At X the amplitude is $+1$ on one plane of atoms perpendicular to $y$, $-1$ on the next, and so on. A site has 4 neighbours in its own plane, with equal sign, and 8 in the two adjacent planes, with opposite sign. The energy is

$$-t(4-8)=4t .$$

To reach $12t$, every pair of neighbours would need opposite signs. Three sites that are all neighbours of one another form a triangle, and two signs cannot be arranged on a triangle so that every pair differs. The fcc lattice is full of such triangles.

This picture can be made into a second proof, without wavevectors. From each site $\mathbf R$ build the tetrahedron with corners

$$\mathbf R,\quad \mathbf R+\tfrac a2(1,1,0),\quad \mathbf R+\tfrac a2(1,0,1),\quad \mathbf R+\tfrac a2(0,1,1).$$

Its six edges point along the six different bond directions. There is one such tetrahedron per site, and there are $12/2=6$ bonds per site, so each bond belongs to one tetrahedron. Each site is a corner of four.

For one tetrahedron with amplitudes $c_1,\dots,c_4$,

$$|c_1+c_2+c_3+c_4|^2=\sum_i|c_i|^2+\sum_{i<j}\left(c_i^*c_j+c_j^*c_i\right).$$

Now sum over all tetrahedra. The first term on the right counts every site four times and gives 4 for a normalized state. The second becomes the sum over all bonds, which equals $-\langle H\rangle/t$. Therefore

$$\langle H\rangle=4t-t\sum_{\text{tetrahedra}}|c_1+c_2+c_3+c_4|^2\le4t .$$

The top states are those whose amplitudes add to zero on every tetrahedron. The lower edge follows too. On each tetrahedron $|c_1+\dots+c_4|^2\le4\sum_i|c_i|^2$, by the Cauchy–Schwarz inequality. Summed over tetrahedra, the right side is $4\times4=16$, so $\langle H\rangle\ge4t-16t=-12t$.

## Comparison of the estimate with the exact result

The estimate gives the lower edge correctly, because equal signs satisfy all bonds at once. It places the upper edge at $12t$ instead of $4t$, too high by a factor of 3. The estimated width, $24t$, is 1.5 times the exact width. The lower bound $E_{\max}\ge t$ is respected but is not sharp.

Two other lattices show when the simple count works.

**Simple cubic lattice.** With six neighbours at distance $a$, the same Bloch sum gives $E=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, which runs from $-6t$ to $6t$. Here the signs can alternate from each site to all its neighbours, and the count is correct at both edges.

**A single close-packed layer.** An isolated (111) layer is a triangular lattice with six neighbours per site. Take the triangles of one orientation. Each bond belongs to one of them and each site to three, so the argument used above gives

$$\langle H\rangle=3t-t\sum_{\text{triangles}}|c_1+c_2+c_3|^2 .$$

The top is $3t$, reached when the three corners carry the phases $1$, $e^{2\pi i/3}$ and $e^{4\pi i/3}$, whose sum is zero. The bottom, with equal amplitudes, is $3t-9t=-6t$. The counting estimate $6t$ for the top is now too high by a factor of 2.

The sign of $t$ also matters. If $t$ is negative, every energy changes sign, and the fcc band runs from $-4|t|$ to $12|t|$. On the simple cubic lattice the same change leaves the edges where they were.

## Numbers for a copper-like band

With $t=0.60$ eV the edges are

$$-12t=-7.20\ \text{eV},\qquad 4t=2.40\ \text{eV},$$

and the width is 9.60 eV. The energies are measured from the on-site level. At L, where $\mathbf k=\frac{\pi}{a}(1,1,1)$, all three cosines vanish and $E=0$. At K, where $\mathbf k=\frac{3\pi}{2a}(1,1,0)$, we have $u=v=-1/\sqrt2$ and $w=1$. Then $S=\frac12-\sqrt2=-0.914$ and $E=3.657t=2.19$ eV, slightly below the top.

One electron per atom fills half of the band, since each orbital state holds two spins. Numerical counting of the states puts the Fermi level at 0.55 eV, so the filled part is $0.55+7.20=7.75$ eV deep. Free electrons of the same density, $4/a^3$, have a Fermi energy of 7.09 eV. The value of $t$ was chosen to make these two depths comparable; their closeness is not a prediction.

### The mass at the bottom

For small $k$, $\cos x\cos y\approx1-\frac12(x^2+y^2)$. Adding the three products, each squared component appears twice, so

$$S\approx3-\frac{a^2k^2}{4},\qquad E\approx-12t+ta^2k^2 .$$

Comparison with $\hbar^2k^2/2m^*$ gives

$$m^*=\frac{\hbar^2}{2ta^2}.$$

To obtain the number, compare the two parabolas at $k=2\pi/a$, which serves here merely as a common reference length. A free electron has the kinetic energy 11.61 eV there, while the model's parabola gives $4\pi^2t=23.7$ eV. Hence $m^*/m_e=11.61/23.7=0.49$.

A free-electron mass would require $t$ to be smaller by this factor, about 0.29 eV. With $a$ and the half filling held fixed, all energies scale with $t$, and the filled depth would drop to about 3.8 eV. One hopping parameter cannot give both the free-electron mass and the free-electron depth.

## What the model leaves out

**More distant neighbours.** Add a hopping $-t_2$ to the six sites at distance $a$, with the assumed value $t_2=0.1t=0.06$ eV. The extra energy is

$$-2t_2(\cos k_xa+\cos k_ya+\cos k_za).$$

At $\Gamma$ and X all three cosines are 1, and the shift is $-6t_2=-0.36$ eV. At W one of them is $-1$, and the shift is $-2t_2=-0.12$ eV. The energies become $-7.56$ eV at $\Gamma$, 2.04 eV at X and 2.28 eV at W. The X–W line is no longer flat.

**d orbitals.** Place a d level at $-2.45$ eV, which is 3.0 eV below the Fermi level of the unmixed s band (with eleven electrons per atom, the mixing described here raises the Fermi level to about 1.0 eV, a shift this estimate ignores), and assume an s–d hopping of 0.30 eV for a d orbital pointing along the bond. The width of the d band is ignored. Summing over the neighbours with their phases gives a coupling of zero at $\Gamma$, 1.20 eV at X and 0.60 eV at W. One combination of d orbitals couples to the s state, so this is a two-level problem. If $\Delta$ is the separation of the levels and $g$ the coupling, the upper level rises by

$$\sqrt{\frac{\Delta^2}{4}+g^2}-\frac{\Delta}{2}.$$

Here $\Delta=2.40+2.45=4.85$ eV. The rise is 0.28 eV at X and 0.07 eV at W. This tilts the X–W line in the opposite direction to $t_2$, and by a similar amount: 0.21 eV against 0.24 eV. These rough parameters therefore do not settle which end of the line is higher.

**p orbitals.** Free electrons provide a contrasting limit: at X, and again at W, s-like and p-like waves have the same energy. Measured from $\Gamma$, their energy is 11.61 eV at X and 14.51 eV at W, while the s band gives 9.60 eV at both. The differences are 2.01 and 4.91 eV. Free electrons rise by 2.90 eV along the line on which the s band is flat. The differences from the s band depend strongly on the chosen $t$: with $t=0.70$ eV they would be 0.41 and 3.31 eV. They are therefore not a measure of the effect of p orbitals.

**Temperature.** At 400 K, a rough value for a hot interconnect, the thermal energy is 0.034 eV, or 0.4% of the band width. It smears the occupation near the Fermi level but does not move the edges of this fixed-lattice model.

In copper the s states overlap and mix with p and d states, so $4t$ should not be read as the upper end of the metal's allowed energies. The assumption of a single orbital per atom is therefore doubtful there. The free-electron energy at W lies several eV above the model's, but that difference depends strongly on the chosen $t$ and does not measure the error of the model. At X and W the s–p coupling vanishes by symmetry, but the s–d coupling does not, and it shifts the s level there. The energy at $\Gamma$ is unchanged by both couplings, because both vanish there by symmetry. It remains the lower edge as long as neither coupling is strong enough to push states at other wavevectors below it. Longer-range hopping does move it: the assumed $t_2$ lowers it by 0.36 eV, while the top of the band falls by only 0.12 eV, from 2.40 to 2.28 eV. The mass of $0.49\,m_e$ is also a poor guide, since it is inversely proportional to $t$, and $t$ was chosen to give a reasonable filled depth, not a reasonable mass. The interval from $-12t$ to $4t$ is exact for the stated model; for the metal, the numbers give only a rough energy scale, which was put in through the choice of $t$. The numerical output below lists the main values.

## Table of computed values

```
cube edge a = 0.36 nm
hopping t = 0.60 eV
cluster: number of sites = 256
cluster: lowest level / t = -12.000000
cluster: highest level / t = 4.000000
search: lowest energy / t = -12.000000
search: highest energy / t = 4.000000
X state: equal-sign neighbours = 4
X state: opposite-sign neighbours = 8
energy at Gamma = -7.20 eV = -12.000 t
energy at X = 2.40 eV = 4.000 t
energy at W = 2.40 eV = 4.000 t
energy at L = 0.00 eV = 0.000 t
energy at K = 2.19 eV = 3.657 t
band width = 9.60 eV
half-filled Fermi level = 0.55 eV
filled depth = 7.75 eV
free-electron Fermi energy = 7.09 eV
effective mass at Gamma / electron mass = 0.49
assumed second-neighbour hopping t2 = 0.06 eV
with t2: energy at Gamma = -7.56 eV
with t2: energy at X = 2.04 eV
with t2: energy at W = 2.28 eV
assumed s-d hopping = 0.30 eV
assumed d-level depth below Fermi level = 3.0 eV
d level on the band's energy scale = -2.45 eV
s-d coupling at Gamma = 0.00 eV
s-d shift at Gamma = 0.00 eV upward
s-d coupling at X = 1.20 eV
s-d shift at X = 0.28 eV upward
s-d coupling at W = 0.60 eV
s-d shift at W = 0.07 eV upward
free electron at X, above Gamma = 11.61 eV
free electron minus model at X = 2.01 eV
free electron at W, above Gamma = 14.51 eV
free electron minus model at W = 4.91 eV
free-electron rise from X to W = 2.90 eV
temperature = 400 K
thermal energy = 0.034 eV
thermal energy / band width = 0.0036
```
